# Kerker mixing in insulators and in vacuum

## Definitions and conventions

Hartree atomic units are used. The electrons are spin-paired and move in a local potential in a periodic cell with perpendicular edges and volume $\Omega$. Its longest edge is $L$, and the shortest nonzero reciprocal vector has length $G_1=2\pi/L$. The orbitals are chosen real. The self-consistency map $F$ takes an input density, builds the Hamiltonian, fills its lowest orbitals and returns the output density. The residual is $R=F[n]-n$, and the solution is $n^*=F[n^*]$. The density acts on the potential through the Hartree kernel $v(G)=4\pi/G^2$ alone, without an exchange-correlation kernel. Every density holds the same number of electrons, so all operators act on functions with no $G=0$ component.

Linear mixing is $n_{k+1}=n_k+\alpha PR_k$, with step $\alpha>0$ and a preconditioner $P$ diagonal in $G$. Plain mixing has $P=1$. Kerker mixing has

$$P(G)=\frac{G^2}{G^2+k_0^2},\qquad \frac{1}{P(G_1)}=1+\Big(\frac{k_0L}{2\pi}\Big)^2,$$

with $k_0$ fixed. The independent-particle response is $\delta n_{\rm out}=-X\,\delta V$, so $X=-\chi_0$, and $X\ge0$ as shown below.

An error $e_k=n_k-n^*$ changes the potential by $ve_k$ and the output by $-Xve_k$. To first order $R_k=-(1+Xv)e_k$ and

$$e_{k+1}=[1-\alpha P(1+Xv)]\,e_k .$$

Define $\tilde\epsilon=1+v^{1/2}Xv^{1/2}$, which is symmetric and satisfies $\tilde\epsilon\ge1$. Then $1+Xv=v^{-1/2}\tilde\epsilon\,v^{1/2}$. Since $P$ and $v$ are both diagonal in $G$ they commute, and

$$P(1+Xv)=\big(v^{-1/2}P^{1/2}\big)\,S\,\big(v^{-1/2}P^{1/2}\big)^{-1},\qquad S=P^{1/2}\tilde\epsilon P^{1/2}.$$

The iteration therefore has the eigenvalues $\lambda$ of the symmetric positive operator $S$, and each mode is multiplied by $1-\alpha\lambda$ per step. The worst factor is the larger of $|1-\alpha\lambda_{\min}|$ and $|1-\alpha\lambda_{\max}|$. In the range that matters the first falls with $\alpha$ and the second rises, so the optimum makes them equal: $1-\alpha\lambda_{\min}=\alpha\lambda_{\max}-1$. This gives

$$\alpha=\frac{2}{\lambda_{\max}+\lambda_{\min}},\qquad \rho=\frac{\kappa-1}{\kappa+1},\qquad \kappa=\frac{\lambda_{\max}}{\lambda_{\min}} .$$

For large $\kappa$, $\ln\rho\approx-2/\kappa$, and a reduction by a factor $\tau$ takes about $(\kappa/2)\ln(1/\tau)$ steps if the extreme modes are present in the error.

## The belief and its source

The belief is that large cells converge badly because $4\pi/G^2$ diverges at small $G$, so that damping the small-$G$ part of the residual must help in any large cell.

For a metal this is right. A potential that varies slowly shifts the local chemical potential, so $\delta n=-D\,\delta V$ with $D=dn/d\mu$ per volume, and $X(G\to0)=D$. In jellium every operator is diagonal in $G$, and at small $G$

$$\tilde\epsilon=1+\frac{k_{\rm TF}^2}{G^2},\qquad k_{\rm TF}^2=4\pi D .$$

At large $G$, $\tilde\epsilon\to1$, so $\kappa_{\rm plain}\approx1+(k_{\rm TF}L/2\pi)^2$. With Kerker mixing the small-$G$ eigenvalue is $(G^2+k_{\rm TF}^2)/(G^2+k_0^2)\to k_{\rm TF}^2/k_0^2$, which is free of $L$. The belief tempts because the Coulomb kernel is the same in every system and $L$ is the visible cause of the trouble. But the iteration is governed by the product $v^{1/2}Xv^{1/2}$, and the argument used $X(G\to0)\ne0$.

## A gap bounds the dielectric operator

Let occupied orbitals $i$ and empty orbitals $a$ be separated by $\Delta_{ia}=\varepsilon_a-\varepsilon_i\ge E_g>0$, with $E_g$ the gap of the mean-field Hamiltonian. First-order perturbation theory gives $\delta\phi_i=-\sum_a\phi_aV_{ai}/\Delta_{ia}$; mixing among occupied orbitals cancels pairwise in the density. With $n=2\sum_i\phi_i^2$, $\delta n=4\sum_i\phi_i\,\delta\phi_i$, and

$$\langle V|X|V\rangle=-\int V\,\delta n=4\sum_{ia}\frac{|V_{ia}|^2}{\Delta_{ia}}\ge0 .$$

Since $\Delta_{ia}^2\ge E_g^2$, one has $1/\Delta_{ia}\le\Delta_{ia}/E_g^2$, and the remaining sum obeys a sum rule. For $H=-\tfrac12\nabla^2+$ a local potential, $[H,V]\psi=-\tfrac12(\nabla^2V)\psi-\nabla V\cdot\nabla\psi$. The first term commutes with $V$, so

$$[V,[H,V]]\psi=-V\,\nabla V\cdot\nabla\psi+\nabla V\cdot\nabla(V\psi)=|\nabla V|^2\psi .$$

Expanding instead, $[V,[H,V]]=2VHV-V^2H-HV^2$, and a complete set $m$ gives $\langle i|[V,[H,V]]|i\rangle=2\sum_m(\varepsilon_m-\varepsilon_i)|V_{im}|^2$. In the sum over occupied $i$, the terms with occupied $m$ are antisymmetric under $i\leftrightarrow m$ and cancel. With $\sum_i\phi_i^2=n/2$,

$$\sum_{ia}\Delta_{ia}|V_{ia}|^2=\frac14\int n\,|\nabla V|^2,\qquad \langle V|X|V\rangle\le\frac{1}{E_g^2}\int n\,|\nabla V|^2 .\tag{1}$$

A plane-wave potential has $|\nabla V|^2\propto G^2$, so $X$ vanishes at least as fast as $G^2$ and cancels the Coulomb divergence. An insulator answers to the field, by polarizing, and not to the value of the potential. Put $V=v^{1/2}u$ with $\int u^2=1$. By Parseval's theorem each component of $|\nabla V|^2$ carries the factor $G^2\cdot4\pi/G^2$, so $\int|\nabla V|^2=4\pi$. Replacing $n$ by its maximum,

$$1\le\tilde\epsilon\le E\equiv1+\frac{4\pi n_{\max}}{E_g^2},\qquad \kappa_{\rm plain}\le E.\tag{2}$$

$E$ contains no $L$, provided the gap stays open as the cell grows. It is a bound and not a value of the dielectric constant. Periodicity of the atoms was not used, so (2) also covers a molecule with a gap in a box of vacuum. It fails as $E_g\to0$. The sum rule needs a local potential, so a nonlocal pseudopotential adds terms, and in a finite plane-wave basis it holds up to truncation error.

## What Kerker damping does to a bounded spectrum

For a normalized $u$, $\langle u|S|u\rangle$ lies between $\langle u|P|u\rangle$ and $E\langle u|P|u\rangle$, by (2) applied to $P^{1/2}u$. Since $P(G_1)\le P<1$, all eigenvalues lie between $P(G_1)$ and $E$. A trial wave at $G_1$ gives $\lambda_{\min}\le EP(G_1)$, and one at the largest wave vector of the basis gives $\lambda_{\max}\ge P(G_{\max})$. Dividing,

$$\frac{P(G_{\max})}{E}\Big[1+\Big(\frac{k_0L}{2\pi}\Big)^2\Big]\le\kappa_{\rm K}\le E\Big[1+\Big(\frac{k_0L}{2\pi}\Big)^2\Big].\tag{3}$$

Both sides grow as $L^2$. Once $1/P(G_1)>E^2/P(G_{\max})$, the lower bound in (3) exceeds the upper bound in (2) and Kerker mixing is certainly worse conditioned than plain mixing. The belief is false within this linear Hartree theory. The growth sits at the bottom of the spectrum, whereas in the plainly mixed metal it sat at the top: the long waves do not overshoot, they are corrected too little.

### The coefficient in a crystal

In a supercell of a perfect crystal, $S^{-1}=P^{-1/2}\tilde\epsilon^{-1}P^{-1/2}$ couples a wave $q$ only to $q+g$, with $g$ a reciprocal vector of the primitive cell. Define $\epsilon_M(q)=1/[\tilde\epsilon^{-1}]_{qq}$. This is the macroscopic dielectric function. An external potential gives $\delta V_{\rm tot}=\delta V_{\rm ext}-vX\,\delta V_{\rm tot}$, and $(1+vX)^{-1}=v^{1/2}\tilde\epsilon^{-1}v^{-1/2}$ has the same diagonal as $\tilde\epsilon^{-1}$, so $\epsilon_M=\delta V_{\rm ext}(q)/\delta V_{\rm tot}(q)$.

Split the block of $q=G_1$ into its head $\eta=1/[P(G_1)\epsilon_M]$ and its body $B$ with $g\neq0$. As $\tilde\epsilon^{-1}\le1$, $\|B\|\le1/P_g$, with $P_g$ the smallest $P(G_1+g)$. The block is positive, so its quadratic form defines a norm and obeys the triangle inequality. For a unit vector with head part $c$ and body part $y$ the form is at most $(\sqrt\eta\,|c|+\sqrt{\|B\|}\,|y|)^2\le\eta+\|B\|$, the last step by Cauchy–Schwarz. The choice $c=1$ gives $\eta$. The largest eigenvalue of the block thus lies in $[\eta,\eta+1/P_g]$, and inverting,

$$\frac{P(G_1)\epsilon_M}{1+P(G_1)\epsilon_M/P_g}\le\lambda_{\min}\le P(G_1)\,\epsilon_M .\tag{4}$$

The interval closes as $L^{-2}$ in relative terms. In (4), $\lambda_{\min}$ is the lowest eigenvalue of the $G_1$ block. If several edges grow together, every small $q$ has its own block with a lowest eigenvalue near $P(q)\epsilon_M(q)$, and in an anisotropic crystal a shorter edge with a smaller $\epsilon_M$ can hold the global minimum. When $L$ grows with the other edges fixed, as is assumed for the rest of this subsection, the $G_1$ block holds the global minimum at large $L$, because the block at $mG_1$ gives about $m^2$ times more once $\epsilon_M(q)$ has flattened, and blocks at fixed $q$ have $\lambda\ge P(q)$. Hence $\kappa_{\rm K}\approx\lambda_{\max}^{\rm K}(k_0L/2\pi)^2/\epsilon_M$ at leading order.

Setting this equal to $\kappa_{\rm plain}$ gives the crossover $L_c\approx(2\pi/k_0)\sqrt{\kappa_{\rm plain}\epsilon_M/\lambda^{\rm K}_{\max}}$, or with the rougher $\kappa_{\rm plain}\approx\epsilon_M$,

$$L_c\approx\frac{2\pi\epsilon_M}{k_0\sqrt{\lambda^{\rm K}_{\max}}}.\tag{5}$$

The rougher step neglects local fields. For the unit head vector $s$, Cauchy–Schwarz gives $1=\langle\tilde\epsilon^{1/2}s|\tilde\epsilon^{-1/2}s\rangle^2\le\tilde\epsilon_{qq}[\tilde\epsilon^{-1}]_{qq}$, so the largest eigenvalue of $\tilde\epsilon$, being at least $\tilde\epsilon_{qq}$, is at least $\epsilon_M$. Both forms drop the 1 in $1/P(G_1)$, which requires $\kappa_{\rm plain}\epsilon_M/\lambda^{\rm K}_{\max}\gg1$. In that case the damping can help below $L_c$, by removing part of a real dielectric enhancement, as it does in the crystal example below; for $\epsilon_M$ near 1 the estimate does not apply. $L_c$ grows with $\epsilon_M$. Since $\epsilon_M\le E$, at bounded density it can grow without limit only as the gap closes. The statement about insulators concerns $L\gg L_c$.

### The coefficient in vacuum

For a molecule of $N_e$ electrons near $x_0$ take $u=\sqrt{2/\Omega}\cos G_1(x-x_0)$. Then $V=\sqrt{4\pi}\,u/G_1$ and $|\nabla V|^2=(8\pi/\Omega)\sin^2G_1(x-x_0)\le8\pi/\Omega$, so (1) gives

$$1\le\frac{\lambda_{\min}}{P(G_1)}\le1+\frac{8\pi N_e}{\Omega E_g^2}.\tag{6}$$

The ratio tends to 1 as vacuum is added. Keeping $\sin^2\le G_1^2(x-x_0)^2$ over the molecule adds a further factor of order $L^{-2}$ to the excess, since this wave has no field at $x_0$.

For modes with $\tilde\epsilon\approx1$ and $G\ll k_0$, $P\approx G^2/k_0^2$ acts as $-\nabla^2/k_0^2$, and the step reads $e_{k+1}-e_k=(\alpha/k_0^2)\nabla^2e_k$. This is a discrete diffusion equation, and the $G_1$ wave decays by a factor $e$ in about $(k_0L/2\pi)^2/\alpha$ steps. An error confined to the molecule still contains the slow waves. A neutral even error has $e(G)\propto\int e\,(1-G^2x^2/2+\dots)=-\tfrac12G^2\int x^2e$, small, but nonzero whenever the second moment $\int x^2e$ does not vanish. Plain mixing at its optimal step removes it with a factor per step of at most $(E-1)/(E+1)$ in the Coulomb norm $\|v^{1/2}e\|$, in which the step $1-\alpha\tilde\epsilon$ is symmetric; this factor is free of $L$. Kerker mixing subtracts $k_0^2/(G^2+k_0^2)$ times the residual, a convolution with the Green function of $-\nabla^2+k_0^2$, which has range $1/k_0$ and spreads the error into the vacuum.

## The numbers

The example is a model with round parameters. One-dimensional orbitals carry charge sheets of area $A=25$ bohr², so the line density $n$ enters every formula as $n/A$, $v=4\pi/(AG^2)$ and $\Omega=AL$. Each site has a Gaussian ion charge $Z=2$ of width 1 bohr and a Gaussian well of the same width and depth $V_0$, with spacing $a=5$ bohr. The grid step is $h=0.625$ bohr, only $\Gamma$ is sampled, and $k_0=0.7$ bohr⁻¹ (1.32 Å⁻¹). The crystal has $V_0=0.2$ Ha, the two-site molecule in vacuum has $V_0=1$ Ha, and the metal is jellium with 0.4 electrons per bohr at $kT=0.02$ Ha. The program and its output follow this text. It tests the spectrum of $S$ against a finite-difference Jacobian of the nonlinear map at $L=20$ bohr for all three systems, the sum rule in (1) to a relative $10^{-3}$, and the bounds (2) and (3) at every tabulated length. For a random dimensionless test function $V$ at $L=40$ bohr, the two sides of the sum rule print as 1.680314 Ha for the crystal and 0.080285 Ha for the molecule.

For the metal, quadrature of the free Fermi gas gives $D=1.0231$ Ha⁻¹bohr⁻¹, so $k_{\rm TF}=\sqrt{4\pi(1.0231)/25}=0.7171$ bohr⁻¹. At $L=160$ bohr, $G_1=0.03927$ bohr⁻¹ and $1+(0.7171/0.03927)^2=334.5$, against a computed $\kappa_{\rm plain}=334.1$. Kerker mixing gives 1.31 to 1.32 at 40, 80 and 160 bohr. Here the belief holds.

For the gapped systems the condition numbers are as follows.

| $L$/bohr | crystal plain | crystal Kerker | molecule plain | molecule Kerker |
|---|---|---|---|---|
| 20 | 3.87 | 2.51 | 1.83 | 5.26 |
| 40 | 6.11 | 4.91 | 1.83 | 20.8 |
| 80 | 7.64 | 14.8 | 1.83 | 81.8 |
| 160 | 8.13 | 55.1 | 1.86 | 325 |
| 320 | 8.27 | 216 | 1.88 | 1298 |

Between 160 and 320 bohr the exponents $\log_2[\kappa(320)/\kappa(160)]$ are 0.02 and 1.97 for the crystal, 0.02 and 2.00 for the molecule.

**Crystal.** The gap is 0.1379 Ha (3.75 eV) and $n_{\max}=0.6372$ bohr⁻¹, so $E=1+4\pi(0.6372)/(25\times0.1379^2)=1+0.3203/0.01902=17.84$, about twice the computed $\kappa_{\rm plain}$ at 320 bohr. With $G_{\max}=\pi/h=5.03$ bohr⁻¹, $P(G_{\max})=25.27/25.76=0.981$. At 320 bohr the lower bound in (3) is $0.981\times1272/17.84=70$, above $E$, so the bounds alone settle the comparison there.

At 160 bohr, $1/P(G_1)=1+(0.7/0.03927)^2=318.7$. A nonlinear self-consistent run in a weak cosine potential gives $\epsilon_M=6.818$, while the spectrum gives $\lambda_{\min}/P(G_1)=6.797$, lower by 0.3% of $\epsilon_M$; the test requires 1%. Equation (4) fixes the sign and allows more: $2\pi/a-G_1=1.217$ bohr⁻¹ gives $P_g=0.75$ and $P(G_1)\epsilon_M/P_g=0.0214/0.75=0.029$. The estimate $\kappa_{\rm K}\approx1.174\times318.7/6.818=54.9$ compares with 55.1.

The plain value 8.13 exceeds $\epsilon_M=6.82$ by 19% of the latter, and since $\lambda_{\min}\ge1$ makes $\lambda_{\max}\ge\kappa_{\rm plain}$, this is consistent with the Cauchy–Schwarz bound $\lambda_{\max}\ge\epsilon_M$. Estimate (5) gives $2\pi(6.818)/(0.7\sqrt{1.174})=56.5$ bohr (29.9 Å), and a scan in steps of 5 bohr finds Kerker mixing first worse at 55 bohr, which places the crossing between 50 and 55 bohr, below the estimate. The closeness is partly accidental. The form that keeps $\kappa_{\rm plain}$ gives $(2\pi/0.7)\sqrt{8.13\times6.82/1.174}=62$ bohr with the 160 bohr values, and these values are too large near the crossing, where $\kappa_{\rm plain}$ is still climbing from 6.11 to 7.64. The two simplifications err in opposite directions, and the test asks only for 25%.

Nonlinear runs at the optimal step start from an error with waves at $G_1$, $2G_1$ and $3G_1$ and stop when the Coulomb norm $\|v^{1/2}R\|$ has dropped by $10^{-6}$. At 20 bohr plain mixing takes 25 steps and Kerker mixing 16. At 160 bohr they take 52 and 343. The late Kerker rate is 0.96433, equal in the printed digits to $(\kappa-1)/(\kappa+1)$. That rate alone would give $\ln10^{-6}/\ln0.96433=13.82/0.0363=380$ steps. The count is lower, which is consistent with part of the starting residual lying in faster modes. The 380 is an estimate and not a bound, because the Kerker step is symmetric in the norm $\|P^{1/2}v^{1/2}R\|$ and not in the Coulomb norm used for stopping.

**Molecule.** The gap is 0.4931 Ha (13.4 eV) and $n_{\max}=0.9301$ bohr⁻¹, so $E=1+0.4675/0.2431=2.92$. At 320 bohr, (6) allows an excess of $8\pi(4)/(25\times320\times0.2431)=0.052$, and the computed ratio is 1.00006. Then $\kappa_{\rm K}\approx1.021\times1272=1299$, against 1298. Kerker mixing is worse at every length tried. Starting from an even error localized on the molecule and reducing the residual by $10^{-8}$, plain mixing takes 14 steps at 20, 40 and 80 bohr, and Kerker mixing takes 44, 163 and 603. The last ratio is $603/163=3.7$, where $\kappa_{\rm K}$ rises by $81.8/20.8=3.9$. The late rate at 80 bohr is 0.97584 against a predicted 0.97585.

The plain value stays at 1.829 up to 80 bohr and then rises to 1.864 and 1.884. A $1/L$ term is expected for a mode with a net dipole. Writing $\delta n=-d\mathcal P/dx$ and $p=\int\mathcal P\,dx$, the factor $G^2$ cancels against $v$, and the missing $G=0$ term gives $\langle\delta n|v|\delta n\rangle=(4\pi/A)(\int\mathcal P^2dx-p^2/L)$. A form $\kappa_\infty-c/L$ through the last two values has $c/320=0.020$ and predicts $1.904-0.080=1.824$ at 80 bohr, just under the plateau. That a dipolar mode overtakes a mode without net dipole near this length is a conjecture; the program does not identify the modes.

## Where the penalty is reduced or absent

The condition number costs iterations only through modes that the error contains. $F$ and $P$ commute with lattice translations, so a lattice-periodic error in a perfect crystal stays periodic and meets only $|G|\ge2\pi/a$, where $P\ge1.579/2.069=0.76$. Such a start at 160 bohr, with $\alpha=1/\lambda^{\rm K}_{\max}$, converges in 8 Kerker steps. A defect, a surface or a displaced atom removes this symmetry.

Anderson or Pulay mixing forms each input from $n_0$ and the vectors $PR_j$ of earlier steps. In the linear regime $r=v^{1/2}R$ changes by $-\tilde\epsilon Pr_j$ when $PR_j$ is added to the input, so by induction $r_k=q_k(\tilde\epsilon P)r_0$ with $q_k$ a polynomial of degree at most $k$ and $q_k(0)=1$. The minimal-residual Krylov method picks the best such polynomial, so no scheme of this kind beats it in the Coulomb norm. An upper bound on its count comes from the Chebyshev polynomial $T_k$ mapped onto $[\lambda_{\min},\lambda_{\max}]$. There $|T_k|\le1$, while $\lambda=0$ maps to $z=(\kappa+1)/(\kappa-1)$ in magnitude, where $T_k(z)\ge\tfrac12(z+\sqrt{z^2-1})^k$ and $z+\sqrt{z^2-1}=(\kappa+1+2\sqrt\kappa)/(\kappa-1)=(\sqrt\kappa+1)/(\sqrt\kappa-1)$. With $\tilde\epsilon P=P^{-1/2}SP^{1/2}$ and $P<1$,

$$\|r_k\|\le\frac{2}{\sqrt{P(G_1)}}\Big(\frac{\sqrt\kappa-1}{\sqrt\kappa+1}\Big)^k\|r_0\| ,$$

so the count grows at most as $L$ times a logarithm. That it does grow is a numerical finding in this model. For the linearized molecule, the even localized start used above and a reduction by $10^{-6}$, the counts at 80, 160 and 320 bohr are 20, 36 and 65 with Kerker damping, a factor 1.8 per doubling, and 5 at each length without. These counts belong to that start, which excites only the even modes.

A floor, $P\to\max(P,p_0)$, gives $\lambda_{\min}\ge p_0$ and $\kappa\le E/p_0$. With $p_0=0.1$ the molecule has $\kappa=10.25$ at both 160 and 320 bohr, bounded but over five times the plain value. In the metal the floor leaves the eigenvalue $p_0(1+k_{\rm TF}^2/G_1^2)$, and $\kappa$ climbs again through 2.34, 8.96 and 35.5 at 40, 80 and 160 bohr.

Outside a uniform system an exchange-correlation kernel does not in general commute with $P$, and it is not positive, so in general the reduction to $S$ and the bound $\tilde\epsilon\ge1$ are lost, and eigenvalues below 1 can occur under plain mixing. A semilocal kernel has no $1/G^2$ divergence, which suggests that the $L^2$ law survives; that is a conjecture here. A metal slab in vacuum has no gap, so (2) does not apply. The bounds (3) still hold for it with $E$ replaced by the norm of $\tilde\epsilon$, since only $1\le\tilde\epsilon\le E$ was used, and the outcome depends on how that norm varies with the dimensions of the slab and with the thickness of the vacuum. The vacuum enters even for waves normal to the slab: a mode that moves charge from one face to the other has a net dipole, and its Coulomb energy carries the term $-p^2/L$ found above.

## Numbers as computed

```
A=25.0 bohr^2 a=5.0 bohr sigma=1.0 bohr Z=2.0 h=0.625 bohr
V0 crystal=0.2 Ha, V0 molecule=1.0 Ha, metal n=0.4 /bohr kT=0.02 Ha
k0=0.7 /bohr = 1.323 /angstrom, floor p0=0.1
sum rule crystal L=40 bohr: states 1.680314 Ha, integral 1.680314 Ha
sum rule molecule L=40 bohr: states 0.080285 Ha, integral 0.080285 Ha
crystal: L/bohr Eg/Ha nmax*bohr E_bound 1/P(G1) k_plain lminK lmaxK k_Kerker
 20 0.1345 0.6485 19.02 6.0 3.873 0.48210 1.208 2.51
 40 0.1377 0.6380 17.92 20.9 6.114 0.23990 1.177 4.91
 80 0.1379 0.6372 17.84 80.4 7.639 0.07919 1.174 14.83
 160 0.1379 0.6372 17.84 318.7 8.131 0.02132 1.174 55.08
 320 0.1379 0.6372 17.84 1272.0 8.265 0.00543 1.174 216.12
 exponents 160->320 bohr: plain 0.023, Kerker 1.972; Eg=3.75 eV
molecule: L/bohr Eg/Ha nmax*bohr E_bound 1/P(G1) k_plain lminK lmaxK k_Kerker
 20 0.4918 0.9301 2.93 6.0 1.829 0.19418 1.021 5.26
 40 0.4931 0.9301 2.92 20.9 1.829 0.04916 1.021 20.76
 80 0.4931 0.9301 2.92 80.4 1.829 0.01248 1.021 81.81
 160 0.4931 0.9301 2.92 318.7 1.864 0.00314 1.021 325.18
 320 0.4931 0.9301 2.92 1272.0 1.884 0.00079 1.021 1298.19
 exponents 160->320 bohr: plain 0.016, Kerker 1.997; Eg=13.42 eV
metal: mu=0.1991 Ha D=1.0231 /(Ha bohr) kTF=0.7171 /bohr
metal: L/bohr 1+kTF^2/G1^2 k_plain k_Kerker k_floor
 40 21.84 22.01 1.314 2.34
 80 84.37 84.37 1.310 8.96
 160 334.49 334.12 1.315 35.47
molecule with floor: kappa 10.25 (160 bohr), 10.25 (320 bohr)
crystal L=160 bohr: finite-field epsM=6.8176, lminK/P(G1)=6.7970
molecule L=320 bohr: lminK/P(G1)=1.00006
crossover estimate 56.5 bohr = 29.9 angstrom; scan (step 5): Kerker worse from 55 bohr
crystal SCF, long-wave start, residual down by 1e-6: L/bohr plain Kerker
 20 25 16
 160 52 343
 Kerker rate L=160 bohr: measured 0.96433, (k-1)/(k+1) 0.96433
 lattice-periodic start, L=160 bohr, alpha=1/lmaxK: Kerker 8 steps
molecule SCF, localized start, residual down by 1e-8: L/bohr plain Kerker
 20 14 44
 40 14 163
 80 14 603
 Kerker rate L=80 bohr: measured 0.97584, (k-1)/(k+1) 0.97585
molecule minimal-residual Krylov, down by 1e-6: L/bohr plain Kerker
 80 5 20
 160 5 36
 320 5 65
```
